# Why a resonantly driven Jaynes–Cummings polariton blocks the second photon: a program that tests the result

```python
# Photon blockade in the driven, lossy Jaynes-Cummings model (hbar = 1).
# Result under test: with the laser on the lower first-rung polariton,
#   g2(0) -> (9/4) ((kappa + gamma)/g)^2
# for weak drive and small loss, because two laser quanta miss the lower
# second-rung state by (2 - sqrt 2) g.
# omega: common cavity and emitter frequency; g: coupling;
# kappa, gamma: photon and emitter energy decay rates;
# epsilon: drive amplitude in epsilon (a + a^dagger);
# delta: omega minus laser frequency. Energies are in hartree.
import numpy as np
from scipy.constants import physical_constants


def operators(photon_levels, matter_levels):
    lower_photon = np.diag(np.sqrt(np.arange(1, photon_levels)), 1)
    lower_matter = np.diag(np.sqrt(np.arange(1, matter_levels)), 1)
    return (np.kron(lower_photon, np.eye(matter_levels)),
            np.kron(np.eye(photon_levels), lower_matter))


def steady_state(g, kappa, gamma, epsilon, delta,
                 photon_levels=6, matter_levels=2):
    """Photon number and g2(0) from the full Lindblad steady state.
    matter_levels=2 is the emitter; more levels give an oscillator."""
    a, b = operators(photon_levels, matter_levels)
    # Energies are divided by g to keep the linear system well scaled.
    h = (delta * (a.T @ a + b.T @ b) + g * (a.T @ b + b.T @ a)
         + epsilon * (a + a.T)) / g
    size = len(h)
    one = np.eye(size)
    liouvillian = -1j * (np.kron(h, one) - np.kron(one, h.T))
    for rate, c in ((kappa / g, a), (gamma / g, b)):
        number = c.T @ c
        liouvillian += rate * (np.kron(c, c) - 0.5 * np.kron(number, one)
                               - 0.5 * np.kron(one, number.T))
    # One redundant population equation is replaced by unit trace.
    liouvillian[0, :] = one.reshape(-1)
    rhs = np.zeros(size**2, dtype=complex)
    rhs[0] = 1.0
    rho = np.linalg.solve(liouvillian, rhs).reshape(size, size)
    photons = np.trace(a.T @ a @ rho).real
    pairs = np.trace(a.T @ a.T @ a @ a @ rho).real
    return photons, pairs / photons**2


def weak_drive_g2(g, kappa, gamma, delta):
    dc = delta - 0.5j * kappa
    da = delta - 0.5j * gamma
    top = abs(g**2 + da * (da + dc))**2 * abs(dc * da - g**2)**2
    return top / (abs(da)**4 * abs(dc * (dc + da) - g**2)**2)


def close(value, target, tolerance):
    return abs(value / target - 1) < tolerance


omega, g, kappa, gamma, epsilon = 0.1, 2e-4, 8e-6, 2e-6, 5e-7
loss = kappa + gamma
weak = 0.01 * loss
to_mev = 1000 * physical_constants["Hartree energy in eV"][0]

# Ladder energies from diagonalization, without a drive.
a, b = operators(6, 2)
h_ladder = omega * (a.T @ a + b.T @ b) + g * (a.T @ b + b.T @ a)
levels, states = np.linalg.eigh(h_ladder)
miss_near = levels[3] - 2 * levels[1] + levels[0]
miss_far = levels[4] - 2 * levels[1] + levels[0]
assert close(levels[1], omega - g, 1e-10)
assert close(miss_near, (2 - np.sqrt(2)) * g, 1e-8)
assert close(miss_far, (2 + np.sqrt(2)) * g, 1e-8)

# Two-photon amplitude through each second-rung state, in epsilon*b1/g.
two_photon_ground = 2 * 2  # basis index: photon number times two
paths, elements = [], []
for index, miss in ((3, miss_near), (4, miss_far)):
    element = states[:, index] @ a.T @ states[:, 1]
    elements.append(abs(element))
    paths.append(states[two_photon_ground, index] * element * g / miss)
path_sum = abs(sum(paths))
near_share = paths[0] / sum(paths)
assert close(elements[0], (np.sqrt(2) + 1) / 2, 1e-8)
assert close(elements[1], (np.sqrt(2) - 1) / 2, 1e-8)
assert close(path_sum, 1.5, 1e-8)

print(f"omega = {omega:.3f} hartree")
print(f"g = {g:.2e} hartree = {g * to_mev:.3f} meV")
print(f"kappa = {kappa:.2e} hartree")
print(f"gamma = {gamma:.2e} hartree")
print(f"epsilon = {epsilon:.2e} hartree")
print(f"(kappa+gamma)/g = {loss / g:.4f} (dimensionless)")
print(f"lower polariton energy = {levels[1]:.6f} hartree")
print(f"miss of lower rung-two state = {miss_near:.5e} hartree"
      f" = {miss_near * to_mev:.3f} meV")
print(f"miss of upper rung-two state = {miss_far:.5e} hartree")
print(f"near miss / g = {miss_near / g:.5f} (dimensionless)")
print(f"near miss / (kappa+gamma) = {miss_near / loss:.3f} (dimensionless)")
print(f"matrix element to |2,-> = {elements[0]:.5f} (dimensionless)")
print(f"matrix element to |2,+> = {elements[1]:.5f} (dimensionless)")
print(f"|c2| g/(epsilon |b1|) = {path_sum:.5f} (dimensionless)")
print(f"amplitude share through |2,-> = {100 * near_share:.2f} percent")

# Amplitude formula against the full master equation, including large loss.
for coupling, ratio in ((g, 1.0), (g, 0.9), (g, 1.2),
                        (g, 1 / np.sqrt(2)), (loss, 1.0)):
    full = steady_state(coupling, kappa, gamma, weak, ratio * coupling)[1]
    formula = weak_drive_g2(coupling, kappa, gamma, ratio * coupling)
    assert close(full, formula, 0.02), (coupling, ratio, full, formula)

# Scaling with coupling, from the master equation.
print("Weak drive, epsilon = 0.01 (kappa+gamma), all dimensionless:")
for ratio in (5, 10, 20, 40):
    coupling = ratio * loss
    value = steady_state(coupling, kappa, gamma, weak, coupling)[1]
    print(f"g/(kappa+gamma) = {ratio:2d}: g2 = {value:.6f},"
          f" g2*(g/(kappa+gamma))^2 = {value * ratio**2:.4f}")
assert close(value * ratio**2, 9 / 4, 0.02)

# The leading law depends on the sum of the losses, not on their division.
print("Loss division at g/(kappa+gamma) = 40:")
for fraction in (1.0, 0.5, 0.2):
    value = steady_state(40 * loss, fraction * loss, (1 - fraction) * loss,
                         weak, 40 * loss)[1]
    assert close(value * 1600, 9 / 4, 0.02)
    print(f"kappa/(kappa+gamma) = {fraction:.1f}:"
          f" g2*(g/(kappa+gamma))^2 = {value * 1600:.4f}")

# Harmonic control: same first-rung splitting, but an even ladder.
harmonic = steady_state(g, kappa, gamma, weak, g, 5, 5)[1]
assert close(harmonic, 1.0, 0.01)
print(f"g2 with emitter replaced by oscillator = {harmonic:.5f}")

# Laser tuned so that two quanta reach the lower second-rung state.
bunched = steady_state(g, kappa, gamma, weak, g / np.sqrt(2))[1]
bunched_law = 32 * g**2 / (3 * kappa + gamma)**2
assert close(bunched, bunched_law, 0.02)
print(f"g2 at two-photon resonance, full = {bunched:.1f}")
print(f"g2 at two-photon resonance, law = {bunched_law:.1f}")

# Finite drive: saturation of the ground-to-polariton transition.
print("Finite drive in the worked example, all dimensionless:")
for ratio in (epsilon / loss, 0.2, 0.5):
    drive = ratio * loss
    photons, value = steady_state(g, kappa, gamma, drive, g)
    photon_law = drive**2 / (loss**2 / 4 + 4 * drive**2)
    g2_law = 9 / 4 * (loss**2 + 16 * drive**2) / g**2
    assert close(photons, photon_law, 0.03), (ratio, photons, photon_law)
    assert close(value, g2_law, 0.05), (ratio, value, g2_law)
    print(f"epsilon/(kappa+gamma) = {ratio:.2f}:"
          f" photons = {photons:.6f} (law {photon_law:.6f}),"
          f" g2 = {value:.6f} (law {g2_law:.6f})")

photons, value = steady_state(g, kappa, gamma, epsilon, g)
print(f"worked example: <a+a+aa>/2 = {value * photons**2 / 2:.4e}")
print(f"same for Poisson light of equal photon number"
      f" = {photons**2 / 2:.4e}")
print(f"worked example: g2 = {value:.6f}")
print(f"weak-drive amplitude formula: g2 ="
      f" {weak_drive_g2(g, kappa, gamma, g):.6f}")
print(f"leading law: g2 = {9 / 4 * (loss / g)**2:.6f}")
print("PASS")
```

Running it gives:

```
omega = 0.100 hartree
g = 2.00e-04 hartree = 5.442 meV
kappa = 8.00e-06 hartree
gamma = 2.00e-06 hartree
epsilon = 5.00e-07 hartree
(kappa+gamma)/g = 0.0500 (dimensionless)
lower polariton energy = 0.099800 hartree
miss of lower rung-two state = 1.17157e-04 hartree = 3.188 meV
miss of upper rung-two state = 6.82843e-04 hartree
near miss / g = 0.58579 (dimensionless)
near miss / (kappa+gamma) = 11.716 (dimensionless)
matrix element to |2,-> = 1.20711 (dimensionless)
matrix element to |2,+> = 0.20711 (dimensionless)
|c2| g/(epsilon |b1|) = 1.50000 (dimensionless)
amplitude share through |2,-> = 97.14 percent
Weak drive, epsilon = 0.01 (kappa+gamma), all dimensionless:
g/(kappa+gamma) =  5: g2 = 0.085730, g2*(g/(kappa+gamma))^2 = 2.1432
g/(kappa+gamma) = 10: g2 = 0.022250, g2*(g/(kappa+gamma))^2 = 2.2250
g/(kappa+gamma) = 20: g2 = 0.005616, g2*(g/(kappa+gamma))^2 = 2.2464
g/(kappa+gamma) = 40: g2 = 0.001407, g2*(g/(kappa+gamma))^2 = 2.2518
Loss division at g/(kappa+gamma) = 40:
kappa/(kappa+gamma) = 1.0: g2*(g/(kappa+gamma))^2 = 2.2512
kappa/(kappa+gamma) = 0.5: g2*(g/(kappa+gamma))^2 = 2.2524
kappa/(kappa+gamma) = 0.2: g2*(g/(kappa+gamma))^2 = 2.2527
g2 with emitter replaced by oscillator = 1.00000
g2 at two-photon resonance, full = 1886.3
g2 at two-photon resonance, law = 1893.5
Finite drive in the worked example, all dimensionless:
epsilon/(kappa+gamma) = 0.05: photons = 0.009617 (law 0.009615), g2 = 0.005830 (law 0.005850)
epsilon/(kappa+gamma) = 0.20: photons = 0.097756 (law 0.097561), g2 = 0.009166 (law 0.009225)
epsilon/(kappa+gamma) = 0.50: photons = 0.202096 (law 0.200000), g2 = 0.027527 (law 0.028125)
worked example: <a+a+aa>/2 = 2.6959e-07
same for Poisson light of equal photon number = 4.6242e-05
worked example: g2 = 0.005830
weak-drive amplitude formula: g2 = 0.005607
leading law: g2 = 0.005625
PASS
```
